Trap-assisted leakage in a high-k film: leading estimate and first corrections

**1. Two leakages from the same number of traps**

An insulating film holds 10¹² traps per square centimetre. If each trap passes one million electrons per second, the film leaks 0.16 A/cm². Now let one million per second be the rate of the best-placed traps, and spread the same 10¹² traps evenly through a 5 nm film. The estimate falls to 0.017 A/cm², about ten times less. The first number is a matter of counting charge. The second depends on how fast a trap's rate falls as it moves away from the best depth.

**2. Counting the charge**

Let N be the number of conducting traps per unit electrode area. Let ν be the mean net number of electrons that each trap passes per second, averaged over all N traps, slow ones included. Assume for now that each transfer takes one electron all the way from cathode to anode, so there is one trap on each path.

An area A contains NA traps. In a time T they pass NAνT electrons, each of charge magnitude q. Dividing the charge by area and time gives

J = q(NAνT)/(AT) = qNν.

J is the magnitude of the current density; the conventional current runs opposite to the electrons. With the numbers inserted,

J = (1.602 × 10⁻¹⁹ C)(10¹² cm⁻²)(10⁶ s⁻¹) = 0.16 A/cm² = 1600 A/m².

One trap carries 0.16 pA. A square micrometre holds 10,000 traps and carries 1.6 nA.

**3. A trap must fill and then empty**

Suppose a trap holds at most one extra electron. It fills from the cathode at rate c when empty, and empties to the anode at rate r when full. The mean waiting times are 1/c and 1/r, so a full cycle lasts 1/c + 1/r on average, and

ν = 1/(1/c + 1/r) = cr/(c + r).

For c = r this is c/2. A rate of 10⁶ s⁻¹ therefore needs c = r = 2 × 10⁶ s⁻¹, and the trap is full half of the time.

The opposite limit is c ≪ r. Dividing numerator and denominator by r,

ν = c/(1 + c/r) ≈ c(1 − c/r).

The slow step sets the rate, and the first correction is the small fraction of time for which the trap is full and cannot accept another electron.

The counting was tested with random filling and emptying times for 10,000 traps, using the equal rates above. In 20 µs, 200,413 electrons arrived, against an expected 200,000. This corresponds to 0.1605 A/cm², a difference of 0.2 % relative to the formula.

**4. Traps in series**

If the N traps form chains of m traps, there are N/m chains. In steady state no charge builds up on any trap, so the same electron flux crosses every gap of a chain. Each trap then passes ν electrons per second, and so does the whole chain:

J = q(N/m)ν = qNν/m.

At fixed N and ν, chains of two give 0.080 A/cm² and chains of three give 0.053 A/cm². The figure of 0.16 A/cm² thus requires one trap per path.

The external circuit gives the same answer. Place a sheet of charge σ per area at distance x from the cathode, in a film of thickness t and permittivity ε, with both electrodes at zero voltage. Let E₁ and E₂ be the fields before and after the sheet. Then

E₁x + E₂(t − x) = 0 and ε(E₂ − E₁) = σ.

The second equation gives E₁ = E₂ − σ/ε. Putting this into the first gives E₂t = σx/ε, so E₂ = σx/(εt). The charge induced on the anode is −εE₂ = −σx/t. An applied voltage adds a constant to it. Moving the sheet by d therefore changes the electrode charge by σd/t in magnitude, and by superposition one electron hopping a distance d contributes qd/t. The hops of a chain add up to t, so the whole passage contributes q, however many stops it has.

**5. Why the rate depends on depth**

Consider tunnelling at one fixed electron energy. Let B(x) be the height of the film's band edge above that energy. In a uniform field,

B(x) = B₀ − qVx/t,

where V is the applied voltage. The amplitude of the electron wave decays at the rate κ(x) = √(2mB(x))/ħ, with m the tunnelling mass, and the probability decays twice as fast. At leading exponential order,

c = f₀ exp(−S₁), r = f₀ exp(−S₂),

where S₁ is the integral of 2κ from the cathode to the trap, S₂ is the integral from the trap to the anode, and f₀ is an attempt rate, taken equal on both sides. Spin is ignored here and in section 9; if an electron of either spin can fill the trap, c doubles and the largest rate rises by a factor √2. The sum S = S₁ + S₂ does not depend on where the trap sits.

Define u = S₁ − S/2. Then S₁ = S/2 + u and S₂ = S/2 − u. The product is cr = f₀² exp(−S), and the sum is c + r = f₀ exp(−S/2)[exp(−u) + exp(u)]. Hence

ν = f₀ exp(−S/2)/[exp(u) + exp(−u)] = ν_max sech u,

ν_max = (f₀/2) exp(−S/2).

The best trap has u = 0: it fills and empties equally fast. Moving it towards either electrode speeds up one step and slows the other, and the slower step governs the rate.

**6. Numbers for a 5 nm film**

Take V = 1 V, a cathode barrier of 2.0 eV, m = 0.2 electron masses and f₀ = 10¹³ s⁻¹. The trap level lies 0.2 eV below the cathode Fermi level. Seen from that level, the barrier is B₀ = 2.2 eV at the cathode and B_t = 1.2 eV at the anode.

Write κ = k√B. Since dx = −(t/qV) dB,

S = 2k(t/qV) ∫ √B dB, from B_t to B₀,

S = (4/3)k(t/qV)(B₀^(3/2) − B_t^(3/2)).

With k = 2.291 nm⁻¹ eV^(−1/2), this is (4/3)(2.291)(5)(3.263 − 1.315) = 29.8. Therefore

ν_max = (5 × 10¹² s⁻¹) exp(−14.88) = 1.7 × 10⁶ s⁻¹.

With this choice of f₀, the model gives a rate near the assumed million per second. That is not a prediction. The rate is proportional to f₀, which is assumed here rather than derived; for purely elastic tunnelling from a short-range trap this deep, f₀ could be about 70 times larger. The exponent is sensitive too: lowering the barrier by 0.1 eV, with the rest held fixed, multiplies ν_max by 1.57.

The exponential form was tested against a numerical solution of the wave equation for the whole film, with the metal band bottom 5 eV below the cathode Fermi level. The transmission was 3.7 exp(−S). Within this model the exponent is sound, while a factor of a few lies outside it. The test shares the model's single parabolic mass, which is a crude description 1.2 to 2.2 eV below the band edge. With the two-band form κ² ∝ B(1 − B/E_g), a gap E_g of about 5.7 eV and the same mass at the band edge, S falls to 24.8 and ν_max rises about 12-fold. The mass of 0.2 should therefore be read as an effective value for this depth in the gap.

At the best depth, S₁ = S₂. The formula for S then makes B*^(3/2) the mean of 3.263 and 1.315, which is 2.289, so B* = 1.74 eV. The depth is (2.2 − 1.74)(5 nm) = 2.3 nm. It lies slightly on the cathode side of the middle because the barrier is higher there, and a shorter path gives the same exponent.

**7. Traps spread through the depth: leading order**

Let the traps be spread evenly in x, all at the same energy. Since du = 2κ dx, their mean rate is

⟨ν⟩ = (1/t) ∫ ν dx = (ν_max/t) ∫ sech u du/(2κ), from u = −S/2 to S/2.

For a thick barrier S is large, and sech u is negligible at both ends. The leading approximation extends the limits to infinity and replaces κ by its value κ* at the best depth. With s = exp(u), du = ds/s and sech u = 2s/(s² + 1), so

∫ sech u du = ∫ 2 ds/(1 + s²), from 0 to ∞, = π,

⟨ν⟩ ≈ ν_max π/(2κ*t).

Here κ* = 3.02 nm⁻¹, and π/(2κ*) = 0.52 nm. The evenly spread traps carry as much current as if those in a layer 0.52 nm thick all worked at the top rate and the rest did nothing. The ratio 0.52/5 = 0.104 is the tenfold loss of the opening:

J = (0.104)(0.160 A/cm²) = 0.017 A/cm².

If one million per second is instead the mean over the spread traps, J is again 0.16 A/cm², but the best traps must then work at 10⁶/0.104 = 9.6 × 10⁶ s⁻¹, above the 1.7 × 10⁶ s⁻¹ estimated for this film.

**8. The first correction from the sloping barrier**

The decay constant changes with depth. Let y be the distance from the best depth towards the anode, and let a = qV/(tB*). Then B = B*(1 − ay) and κ = κ*(1 − ay)^(1/2). Integrating 2κ from 0 to y,

u = (4κ*/3a)[1 − (1 − ay)^(3/2)].

Solving for the bracketed power gives (1 − ay)^(3/2) = 1 − w, with w = 3au/(4κ*). Therefore

1/κ = (1/κ*)(1 − w)^(−1/3) = (1/κ*)(1 + w/3 + 2w²/9 + …).

The linear term is odd in u and integrates to zero against the even function sech u. Traps on the anode side gain what those on the cathode side lose. The first surviving term is

2w²/9 = (2/9)(9a²u²/16κ*²) = a²u²/(8κ*²).

It needs the integral of u² sech u. For u > 0, sech u = 2[exp(−u) − exp(−3u) + exp(−5u) − …]. The integral of u² exp(−nu) from 0 to ∞ is 2/n³. Counting both signs of u,

∫ u² sech u du = 8(1 − 1/3³ + 1/5³ − …).

The sum follows from the sine series of g(x) = x(π − x) on 0 ≤ x ≤ π. Because g vanishes at both ends and g″ = −2, two integrations by parts give ∫ g sin nx dx = (2/n²) ∫ sin nx dx, which is 4/n³ for odd n and zero for even n. Multiplying by 2/π gives the coefficients 8/(πn³). At x = π/2 the series reads π²/4 = (8/π)(1 − 1/3³ + 1/5³ − …), so the sum is π³/32 and the integral is π³/4. Hence

⟨ν⟩ ≈ ν_max [π/(2κ*t)] [1 + π²a²/(32κ*²)].

In the example a = 1/(5 × 1.74) = 0.115 nm⁻¹ and a/κ* = 0.038, so the correction is 4.5 × 10⁻⁴ of the leading term. Extending the limits costs far less: the two tails together amount to about 4 exp(−S/2), or 1.4 × 10⁻⁶, compared with π.

Direct numerical averaging over depth gives 0.1041, against 0.1040 from the leading formula. The difference has the predicted sign, though four digits are too few to test its size. The leading term works well for two reasons. Across the central 0.52 nm, which carries about three quarters of the current, κ changes by only 3 %. And the errors from the two sides of the best depth, about 1 % each, have opposite signs and nearly cancel. It fails for a film so thin that κ*t is not large, or when the barrier falls to near zero within the active layer.

**9. The first correction from return transfers**

Electrons can also go back. Let f_L and f_R be the occupations of cathode and anode states at the trap energy, and n the mean occupation of the trap. The cathode fills the trap at rate cf_L(1 − n) and takes electrons back at rate c(1 − f_L)n. The difference is c(f_L − n). In the same way the net flow from trap to anode is r(n − f_R). In steady state the two are equal:

c(f_L − n) = r(n − f_R), so n = (cf_L + rf_R)/(c + r).

Then n − f_R = c(f_L − f_R)/(c + r), and

ν = (f_L − f_R) cr/(c + r).

The level lies δ = 0.2 eV below the cathode Fermi level and 0.8 eV above that of the anode. With k_B Boltzmann's constant and Θ the temperature, f_L = 1/[1 + exp(−δ/k_BΘ)], and f_R is far smaller than 1 − f_L. To first order,

f_L − f_R ≈ 1 − exp(−δ/k_BΘ).

The factor is 0.99956 at 300 K and 0.9970 at 400 K, a loss of 0.04 % and 0.3 %. If ν is given as a net rate, this loss is already in it and J = qNν needs no further factor. The correction grows as the trap level approaches either Fermi level: it is 5 % at a distance of 3k_BΘ and 27 % at 1k_BΘ.

**10. What else the model leaves out**

Some electrons cross without a trap. States in a metal with free-electron mass m₀ supply, per unit area and time, 2v_x d³k/(2π)³ electrons, where v_x is the velocity towards the film and the 2 counts spin. With v_x dk_x = dE_x/ħ and transverse area element 2πm₀ dE_t/ħ², this becomes m₀ dE_x dE_t/(2π²ħ³). Multiply by q, by the transmission exp(−S) with S taken at the energy E_x, and by the difference of the electrode occupations. Integrating gives 1.6 × 10⁻⁴ A/cm² at 300 K. This leaves out two effects that act in opposite directions. The prefactor found in section 6 raises the current by a factor of a few. The transverse momentum is conserved and costs more energy in the film, where the mass is smaller, so electrons with transverse motion meet a higher barrier; this lowers the current about fivefold. The estimate of 1.6 × 10⁻⁴ A/cm² is about a thousandth of 0.16 A/cm² and a hundredth of 0.017 A/cm², so a factor of a few in the transmission does not change the ranking.

Trapped charge shifts the levels. For a half-filled sheet in mid-film, section 4 gives E₂ = σ/(2ε), and over the remaining t/2 the potential is σt/(4ε). With relative permittivity 20 this is 5.7 mV, small beside the 0.2 V margin to the cathode Fermi level. The typical trap spacing is 1/√N = 10 nm, where the unscreened repulsion of two electrons is 7 meV.

Most traps are too far apart to exchange electrons quickly. A sideways hop of 10 nm has an exponent near 2 × 3.02 × 10 = 60, against about 15 for a hop from the best depth to either electrode. Traps far from the best depth have a slower step to one electrode, so for some of them a sideways hop can compete. With random placement the mean lateral distance to the nearest neighbour is only half of this spacing, 5 nm, which still gives an exponent near 30. A few pairs are much closer. Two traps that divide the film into equal exponents have S/3 per hop instead of S/2, which raises each hop rate by exp(S/6), or about 140. Such pairs are rare, but each carries far more current than a single trap, and at this trap density their total can be comparable with the current through single traps. It is not included here, so 0.017 A/cm² is only the one-trap part of the leakage.

**11. Beside a real film**

The parameters are rough values for hafnium dioxide between metal electrodes. The field of 2 MV/cm is about half of a rough breakdown field of 4 MV/cm, so this is a strongly stressed film. A leakage of 0.16 A/cm² is very high for a memory capacitor, which needs roughly 10⁻⁷ A/cm²; for the trap current alone to fall that far at fixed N, the mean rate would have to be about a million times smaller. In this film that would not be enough: the direct current of section 10, about 10⁻⁴ A/cm² with no traps at all, is already a thousand times above that limit, so the film would also need to be thicker, have a higher barrier or run at a lower voltage. Real traps are not all at the best depth, and an even spread alone lowers the estimate tenfold if the top rate is held fixed. Real traps also differ in energy; even identical traps do so under voltage, because their levels follow the sloping band edge. The surrounding lattice also relaxes when an electron is captured. Those effects are not calculated here and may change ν by orders of magnitude. J changes in the same proportion, so the estimate is only as good as the trap density and the mean rate put into it. The numerical output below lists the values used.

Values computed for the example and the checks

```
elementary charge: 1.6022e-19 C
trap density N: 1.0e+12 cm^-2
transfer rate per trap nu: 1.0e+06 s^-1
electron flux N nu: 1.0e+18 cm^-2 s^-1
leakage J = q N nu: 0.1602 A/cm^2
same leakage: 1602 A/m^2
current per trap: 0.160 pA
traps on 1 square micrometre: 10000
current through 1 square micrometre: 1.60 nA
counted events in 20 us: 200413
leakage from counted events: 0.1605 A/cm^2
filling rate = emptying rate: 2.0e+06 s^-1
fraction of time filled: 0.50
leakage if chains hold 2 traps: 0.0801 A/cm^2
leakage if chains hold 3 traps: 0.0534 A/cm^2
film thickness: 5.0 nm
voltage: 1.0 V
cathode barrier (rough): 2.0 eV
tunnelling mass (rough): 0.2 m0
trap level from cathode Fermi level: -0.2 eV
attempt rate (rough): 1e+13 s^-1
relative permittivity (rough): 20
field: 2.0 MV/cm
breakdown field (rough): 4.0 MV/cm
field / breakdown field: 0.50
tunnelling exponent S of whole film: 29.76
wave transmission / exp(-S): 3.68
best trap depth from cathode: 2.32 nm
barrier above trap level there: 1.74 eV
decay constant there: 3.02 nm^-1
largest estimated trap rate: 1.72e+06 s^-1
rate factor for 0.1 eV lower barrier: 1.57
mean/largest rate, even depth spread: 0.1041
same from pi/(2 kappa t): 0.1040
J if nu is largest rate, even spread: 0.0167 A/cm^2
net transfer factor fL - fR at 300 K: 0.99956
net transfer factor fL - fR at 400 K: 0.99699
direct tunnelling at 300 K: 1.6e-04 A/cm^2
direct tunnelling / trap leakage: 1.0e-03
potential of trapped charge at mid-film: 5.7 mV
typical trap spacing: 10.0 nm
unscreened repulsion at that spacing: 7.2 meV
```
